# Equal-Helicity Photons from an Electron Line: Where the Vanishing Theorem Stops: a program that tests the result

```python
"""
Equal-helicity photons from one fermion line: e-(p1) e+(p2) -> n photons.
Result under test (tree level, all outgoing photons of helicity +):
    M = (A/m) * vbar(p2) P_R u(p1),   A = m^2 * a_n,
M: electron amplitude, A: amplitude of a charged scalar with the same mass m
and momenta, P_R: right-chirality projector, a_n: finite for m -> 0 at fixed
non-collinear directions.  M vanishes for m = 0.  For two photons the
cross sections for equal and opposite photon helicities are tested too.
Natural units, metric (+,-,-,-), charge -e, e^2 = 4 pi alpha, energies in MeV.
Fermion helicities are labelled +1, -1 (twice the spin projection).
"""
import itertools
import math
import numpy as np
from scipy import constants as const

ALPHA = const.fine_structure
CHARGE = math.sqrt(4 * math.pi * ALPHA)
M_E = const.physical_constants["electron mass energy equivalent in MeV"][0]
HBARC = const.hbar * const.c / const.e * 1e9          # MeV fm
MB = 10 * HBARC**2                                    # MeV^-2 to millibarn
SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
GAMMA0 = np.kron(np.array([[0, 1], [1, 0]]), np.eye(2))
P_L = np.diag([1.0, 1.0, 0.0, 0.0])
P_R = np.diag([0.0, 0.0, 1.0, 1.0])
HELS = [(1, 1), (1, -1), (-1, 1), (-1, -1)]           # (electron, positron)


def mdot(a, b):
    return a[0] * b[0] - a[1] * b[1] - a[2] * b[2] - a[3] * b[3]


def slash(a):
    space = a[1] * SIGMA[0] + a[2] * SIGMA[1] + a[3] * SIGMA[2]
    out = np.zeros((4, 4), complex)
    out[:2, 2:] = a[0] * np.eye(2) - space
    out[2:, :2] = a[0] * np.eye(2) + space
    return out


def angles(p):
    return math.atan2(math.hypot(p[1], p[2]), p[3]), math.atan2(p[2], p[1])


def two_spinor(p, h):
    th, ph = angles(p)
    c, s = math.cos(th / 2), math.sin(th / 2)
    if h > 0:
        return np.array([c, np.exp(1j * ph) * s])
    return np.array([-np.exp(-1j * ph) * s, c])


def weights(p, m):
    big = math.sqrt(p[0] + np.linalg.norm(p[1:]))
    return big, m / big


def u_spinor(p, m, h):
    big, small = weights(p, m)
    left, right = (small, big) if h > 0 else (big, small)
    xi = two_spinor(p, h)
    return np.concatenate([left * xi, right * xi])


def v_spinor(p, m, h):
    big, small = weights(p, m)
    left, right = (big, small) if h > 0 else (small, big)
    eta = two_spinor(p, -h)
    return np.concatenate([left * eta, -right * eta])


def out_pol(k, h):
    """Complex-conjugated polarization vector of an outgoing photon."""
    th, ph = angles(k)
    e_th = np.array([math.cos(th) * math.cos(ph),
                     math.cos(th) * math.sin(ph), -math.sin(th)])
    e_ph = np.array([-math.sin(ph), math.cos(ph), 0.0])
    return np.concatenate([[0], (e_th - 1j * h * e_ph) / math.sqrt(2)])


def sandwich(matrix, p1, p2, m):
    return np.array([v_spinor(p2, m, h2).conj() @ GAMMA0 @ matrix
                     @ u_spinor(p1, m, h1) for h1, h2 in HELS])


def line_state(p1, ks, subset):
    """Momentum on the line after emitting subset, and its P^2 - m^2."""
    total = sum((ks[i] for i in subset), np.zeros(4))
    return p1 - total, mdot(total, total) - 2 * mdot(p1, total)


def electron_amplitudes(p1, p2, m, ks, eps):
    """Sum of all Feynman diagrams, for the four fermion helicity pairs."""
    def vertex_sum(subset):
        return sum(slash(eps[i]) @ dressed(tuple(j for j in subset if j != i))
                   for i in subset)

    def dressed(subset):
        if not subset:
            return np.eye(4)
        mom, den = line_state(p1, ks, subset)
        return (slash(mom) + m * np.eye(4)) @ vertex_sum(subset) / den

    n = len(ks)
    return sandwich(-(-CHARGE)**n * vertex_sum(tuple(range(n))), p1, p2, m)


def scalar_amplitude(p1, ks, eps):
    """All scalar-QED diagrams, two-photon contact vertices included."""
    def vertex_sum(subset):
        after = line_state(p1, ks, subset)[0]
        total = 0
        for i in subset:
            rest = tuple(j for j in subset if j != i)
            before = line_state(p1, ks, rest)[0]
            total += mdot(before + after, eps[i]) * dressed(rest)
        for i, j in itertools.combinations(subset, 2):
            rest = tuple(x for x in subset if x not in (i, j))
            total -= 2 * mdot(eps[i], eps[j]) * dressed(rest)
        return total

    def dressed(subset):
        if not subset:
            return 1.0
        return vertex_sum(subset) / line_state(p1, ks, subset)[1]

    n = len(ks)
    return -(-CHARGE)**n * vertex_sum(tuple(range(n)))


def reduced_scalar(p1, p2, m, ks, eps):
    """a_n from ordered emission only, in the gauge q.eps = 0."""
    r = np.array([1.0, 2 / 3, -1 / 3, 2 / 3])
    q = p2 - m**2 / (2 * mdot(p2, r)) * r
    new = [e - mdot(q, e) / mdot(q, k) * k for e, k in zip(eps, ks)]
    for a, b in itertools.combinations(new, 2):
        size = np.linalg.norm(a) * np.linalg.norm(b)
        assert abs(mdot(a, b)) < 1e-10 * size
    total = 0
    for order in itertools.permutations(range(len(ks))):
        term = mdot(r, new[order[-1]]) / mdot(p2, r)
        for pos in range(len(ks) - 1):
            before = line_state(p1, ks, order[:pos])[0]
            den = line_state(p1, ks, order[:pos + 1])[1]
            term *= 2 * mdot(before, new[order[pos]]) / den
        total += term
    return (-CHARGE)**len(ks) * total


def beams(energy, m, direction):
    p = math.sqrt((energy - m) * (energy + m))
    d = np.array(direction)
    return np.r_[energy, p * d], np.r_[energy, -p * d]


def boost(p, velocity):
    b2 = velocity @ velocity
    gam = 1 / math.sqrt(1 - b2)
    bp = velocity @ p[1:]
    space = p[1:] + ((gam - 1) * bp / b2 + gam * p[0]) * velocity
    return np.r_[gam * (p[0] + bp), space]


def generic_event(n, energy, m, moving):
    vecs = np.random.default_rng(7 + n).normal(size=(n - 1, 3))
    vecs = np.vstack([vecs, -vecs.sum(axis=0)])
    vecs *= 2 * energy / np.linalg.norm(vecs, axis=1).sum()
    ks = [np.r_[np.linalg.norm(v), v] for v in vecs]
    p1, p2 = beams(energy, m, [0.36, 0.48, 0.8])
    if moving:
        vel = np.array([0.3, -0.2, 0.4])
        p1, p2 = boost(p1, vel), boost(p2, vel)
        ks = [boost(k, vel) for k in ks]
    assert np.allclose(p1 + p2, sum(ks), atol=1e-12)
    return p1, p2, ks


# --- definitions: Dirac equation, photon helicity, chirality of k-slash eps
for moving in (False, True):
    p1, p2, ks = generic_event(3, 1.3, 0.5, moving)
    for h in (1, -1):
        u, v = u_spinor(p1, 0.5, h), v_spinor(p2, 0.5, h)
        assert np.allclose(slash(p1) @ u, 0.5 * u, atol=1e-12)
        assert np.allclose(slash(p2) @ v, -0.5 * v, atol=1e-12)
        for k in ks:
            pol = out_pol(k, h).conj()[1:]
            assert np.allclose(1j * np.cross(k[1:] / k[0], pol), h * pol)
            spin_term = slash(k) @ slash(out_pol(k, h))
            blind, seeing = (P_R, P_L) if h > 0 else (P_L, P_R)
            assert np.abs(spin_term @ blind).max() < 1e-12
            assert np.abs(spin_term @ seeing).max() > 0.1

# --- massless line: zero for equal helicities, nonzero if one is flipped
worst_massless = 0.0
for n in (2, 3, 4):
    p1, p2, ks = generic_event(n, 1.3, 0.0, True)
    same = electron_amplitudes(p1, p2, 0.0, ks, [out_pol(k, 1) for k in ks])
    flip = [out_pol(k, -1 if i == 0 else 1) for i, k in enumerate(ks)]
    mixed = electron_amplitudes(p1, p2, 0.0, ks, flip)
    assert np.abs(mixed).max() > 1e-4
    worst_massless = max(worst_massless,
                         np.abs(same).max() / np.abs(mixed).max())
assert worst_massless < 1e-9

# --- massive line: relation to the scalar amplitude and its factor m^2
worst_relation = 0.0
for n, h, moving in itertools.product((2, 3, 4), (1, -1), (False, True)):
    m = 0.5
    p1, p2, ks = generic_event(n, 1.3, m, moving)
    eps = [out_pol(k, h) for k in ks]
    direct = electron_amplitudes(p1, p2, m, ks, eps)
    scalar = scalar_amplitude(p1, ks, eps)
    formula = scalar / m * sandwich(P_R if h > 0 else P_L, p1, p2, m)
    top = np.abs(direct).max()
    assert top > 1e-6
    worst_relation = max(worst_relation, np.abs(direct - formula).max() / top)
    reduced = reduced_scalar(p1, p2, m, ks, eps)
    assert abs(scalar - m**2 * reduced) < 1e-9 * abs(scalar)
    opposite = np.abs(direct[1:3]).max() / top
    assert opposite > 1e-3 if moving else opposite < 1e-9
assert worst_relation < 1e-9


# --- two photons in the centre-of-mass frame
def pair_event(energy, m, theta):
    p1, p2 = beams(energy, m, [0.0, 0.0, 1.0])
    d = np.array([math.sin(theta), 0.0, math.cos(theta)])
    return p1, p2, [np.r_[energy, energy * d], np.r_[energy, -energy * d]]


def pair_amplitudes(energy, m, theta, ha, hb):
    p1, p2, ks = pair_event(energy, m, theta)
    eps = [out_pol(ks[0], ha), out_pol(ks[1], hb)]
    return electron_amplitudes(p1, p2, m, ks, eps)


def diagram_rates(energy, m, theta):
    """Spin-averaged |M|^2 for equal and for opposite photon helicities."""
    def rate(ha, hb):
        return np.sum(np.abs(pair_amplitudes(energy, m, theta, ha, hb))**2) / 4
    return np.array([rate(1, 1) + rate(-1, -1), rate(1, -1) + rate(-1, 1)])


for energy, theta in ((0.6, 0.4), (1.0, 1.1), (5.0, 2.0)):
    p = math.sqrt(energy**2 - M_E**2)
    den = energy**2 - (p * math.cos(theta))**2
    got = np.abs(pair_amplitudes(energy, M_E, theta, 1, 1))
    want = 2 * CHARGE**2 * M_E / den * np.array([energy + p, 0, 0, energy - p])
    assert np.allclose(got, want, rtol=1e-8, atol=1e-11)
    ps2 = (p * math.sin(theta))**2
    opp_sum = 8 * CHARGE**4 * ps2 * (2 * energy**2 - ps2) / den**2
    got_sum = np.sum(np.abs(pair_amplitudes(energy, M_E, theta, 1, -1))**2)
    assert abs(got_sum / opp_sum - 1) < 1e-9


# --- cross sections: quadrature over the diagrams against closed forms
def diagram_sigma(energy, m, cos_min=-1.0):
    beta = math.sqrt((energy - m) * (energy + m)) / energy
    lo, hi = math.atanh(beta * cos_min), math.atanh(beta)
    x, w = np.polynomial.legendre.leggauss(64)
    total = np.zeros(2)
    for xi, wi in zip(x, w):
        y = (lo + hi) / 2 + (hi - lo) / 2 * xi
        theta = math.acos(min(1.0, max(-1.0, math.tanh(y) / beta)))
        jac = (hi - lo) / 2 / (beta * math.cosh(y)**2)
        total += wi * jac * diagram_rates(energy, m, theta)
    # factor 1/2 for identical photons, 2 pi from the azimuth
    return math.pi * total / (64 * math.pi**2 * 4 * energy**2 * beta)


def closed_sigma(energy, m):
    p = math.sqrt((energy - m) * (energy + m))
    beta, g = p / energy, (m / energy)**2
    log = 2 * math.log((energy + p) / m)
    s0 = math.pi * ALPHA**2 / (4 * energy**2 * beta)
    return s0 * np.array([(2 - g) * (1 + g * log / (2 * beta)),
                          log / beta * (2 + g - g * g / 2) - 4 - g])


def share_90(energy, m):
    g = (m / energy)**2
    return g * (2 - g) / (1 + 2 * g - 2 * g * g)


E_SLOW = M_E / math.sqrt(1 - 0.01**2)
E_FAST = 100 * M_E
for energy in (E_SLOW, 1.0, E_FAST):
    numeric = diagram_sigma(energy, M_E)
    assert np.allclose(numeric, closed_sigma(energy, M_E), rtol=1e-6, atol=0)
    r = diagram_rates(energy, M_E, math.pi / 2)
    assert abs(r[0] / r.sum() / share_90(energy, M_E) - 1) < 1e-7
slow = diagram_sigma(E_SLOW, M_E)
assert slow[0] / slow.sum() > 0.999
fast = diagram_sigma(E_FAST, M_E)
s_sigma = 4 * E_FAST**2 * fast[0] / (math.pi * ALPHA**2)
assert abs(s_sigma - 2) < 5e-3                 # corrections of order g*log
cone = 2 * diagram_sigma(E_FAST, M_E, math.cos(M_E / E_FAST))[0] / fast[0]
assert abs(cone - 0.5) < 5e-3                  # corrections of order g*log
far = closed_sigma(1e6, M_E)
far_log = 2 * math.log(2e6 / M_E)
assert abs(far[0] / far.sum() * (far_log - 1) - 1) < 1e-6

# --- three photons: scaling with the mass at fixed energies and directions
E3 = 10.0
TRI = [math.radians(a) for a in (20, 140, 260)]
KS3 = [2 * E3 / 3 * np.array([1, math.sin(a), 0, math.cos(a)]) for a in TRI]
EPS3 = [out_pol(k, 1) for k in KS3]


def triple(m):
    p1, p2 = beams(E3, m, [0.0, 0.0, 1.0])
    return np.abs(electron_amplitudes(p1, p2, m, KS3, EPS3))


q1, q2 = beams(E3, 0.0, [0.0, 0.0, 1.0])
slope = abs(reduced_scalar(q1, q2, 0.0, KS3, EPS3)) * 2 * E3
assert slope > 1e-8
assert abs(triple(M_E / 100)[0] / (M_E / 100) / slope - 1) < 1e-3

# --- printed numbers
E, TH = 1.0, math.radians(60)
P = math.sqrt(E**2 - M_E**2)
p1, p2, ks = pair_event(E, M_E, TH)
a2 = abs(scalar_amplitude(p1, ks, [out_pol(k, 1) for k in ks]))
bil = np.abs(sandwich(P_R, p1, p2, M_E))
assert np.allclose(bil, [E + P, 0, 0, E - P], atol=1e-12)
amp = np.abs(pair_amplitudes(E, M_E, TH, 1, 1))
print(f"electron mass m = {M_E:.6f} MeV")
print(f"fine-structure constant = {ALPHA:.8f}, e^2 = {CHARGE**2:.6f}")
print("TWO PHOTONS, centre-of-mass frame, angle 60 degrees")
print(f"energy per particle E = {E:.3f} MeV, momentum p = {P:.6f} MeV")
print(f"speed beta = {P / E:.6f}")
print(f"E^2 - p^2 cos^2(theta) = {E**2 - (P * math.cos(TH))**2:.6f} MeV^2")
print(f"scalar amplitude |A(++)| = {a2:.6f} (dimensionless)")
for (h1, h2), b, a in zip(HELS, bil, amp):
    print(f"e- {h1:+d}, e+ {h2:+d}: |vbar P_R u| = {b:.6f} MeV,"
          f" |M(++)| = {a:.6f}")
zero = np.abs(pair_amplitudes(E, 0.0, TH, 1, 1)).max()
print(f"massless line, same E and angle: largest |M(++)| = {zero:.1e}")
mix0 = np.abs(pair_amplitudes(E, 0.0, TH, 1, -1)).max()
print(f"massless line, same E and angle: largest |M(+-)| = {mix0:.6f}")
rates = diagram_rates(E, M_E, TH)
print(f"spin-averaged |M|^2, equal photon helicities: {rates[0]:.6f}")
print(f"spin-averaged |M|^2, opposite photon helicities: {rates[1]:.6f}")
print(f"equal-helicity share at 60 degrees: {rates[0] / rates.sum():.4f}")
print("THREE PHOTONS +++, E = 10 MeV, at 20, 140, 260 degrees to e-")
print(f"energy of each photon = {KS3[0][0]:.4f} MeV")
for div in (1, 10, 100):
    val = triple(M_E / div)[0]
    print(f"mass m/{div}: |M| for e- +1, e+ +1 = {val:.4e} MeV^-1,"
          f" |M|/mass = {val / (M_E / div):.5e} MeV^-2")
print(f"massless limit of |M|/mass = {slope:.5e} MeV^-2")
print("EQUAL-HELICITY SHARE OF TWO-PHOTON ANNIHILATION")
for energy in (E_SLOW, 1.0, 10.0, 100.0, 1000.0):
    sig = closed_sigma(energy, M_E)
    print(f"E = {energy:.5f} MeV: share at 90 deg"
          f" {share_90(energy, M_E):.4e}, share of total"
          f" {sig[0] / sig.sum():.5f}")
    print(f"   sigma equal = {sig[0] * MB:.4e} mb,"
          f" sigma total = {sig.sum() * MB:.4e} mb")
print(f"E = 100 m: s*sigma_equal/(pi alpha^2) = {s_sigma:.5f}")
print(f"E = 100 m: part of sigma_equal within angle m/E = {cone:.4f}")
print("CHECKS, n = 2, 3, 4 photons")
print(f"massless: largest ratio equal/one flipped = {worst_massless:.1e}")
print(f"massive: largest relative deviation = {worst_relation:.1e}")
print("all tests passed")
```

Running it gives:

```
electron mass m = 0.510999 MeV
fine-structure constant = 0.00729735, e^2 = 0.091701
TWO PHOTONS, centre-of-mass frame, angle 60 degrees
energy per particle E = 1.000 MeV, momentum p = 0.859581 MeV
speed beta = 0.859581
E^2 - p^2 cos^2(theta) = 0.815280 MeV^2
scalar amplitude |A(++)| = 0.058741 (dimensionless)
e- +1, e+ +1: |vbar P_R u| = 1.859581 MeV, |M(++)| = 0.213764
e- +1, e+ -1: |vbar P_R u| = 0.000000 MeV, |M(++)| = 0.000000
e- -1, e+ +1: |vbar P_R u| = 0.000000 MeV, |M(++)| = 0.000000
e- -1, e+ -1: |vbar P_R u| = 0.140419 MeV, |M(++)| = 0.016141
massless line, same E and angle: largest |M(++)| = 2.4e-17
massless line, same E and angle: largest |M(+-)| = 0.317662
spin-averaged |M|^2, equal photon helicities: 0.022978
spin-averaged |M|^2, opposite photon helicities: 0.040546
equal-helicity share at 60 degrees: 0.3617
THREE PHOTONS +++, E = 10 MeV, at 20, 140, 260 degrees to e-
energy of each photon = 6.6667 MeV
mass m/1: |M| for e- +1, e+ +1 = 1.2169e-02 MeV^-1, |M|/mass = 2.38141e-02 MeV^-2
mass m/10: |M| for e- +1, e+ +1 = 1.2509e-03 MeV^-1, |M|/mass = 2.44804e-02 MeV^-2
mass m/100: |M| for e- +1, e+ +1 = 1.2513e-04 MeV^-1, |M|/mass = 2.44872e-02 MeV^-2
massless limit of |M|/mass = 2.44873e-02 MeV^-2
EQUAL-HELICITY SHARE OF TWO-PHOTON ANNIHILATION
E = 0.51102 MeV: share at 90 deg 9.9980e-01, share of total 0.99987
   sigma equal = 1.2473e+04 mb, sigma total = 1.2475e+04 mb
E = 1.00000 MeV: share at 90 deg 3.2763e-01, share of total 0.49887
   sigma equal = 4.5871e+01 mb, sigma total = 9.1951e+01 mb
E = 10.00000 MeV: share at 90 deg 5.1886e-03, share of total 0.15856
   sigma equal = 3.2883e-01 mb, sigma total = 2.0739e+00 mb
E = 100.00000 MeV: share at 90 deg 5.2221e-05, share of total 0.09142
   sigma equal = 3.2576e-03 mb, sigma total = 3.5632e-02 mb
E = 1000.00000 MeV: share at 90 deg 5.2224e-07, share of total 0.06433
   sigma equal = 3.2570e-05 mb, sigma total = 5.0629e-04 mb
E = 100 m: s*sigma_equal/(pi alpha^2) = 2.00106
E = 100 m: part of sigma_equal within angle m/E = 0.4998
CHECKS, n = 2, 3, 4 photons
massless: largest ratio equal/one flipped = 5.0e-16
massive: largest relative deviation = 6.4e-15
all tests passed
```
